**Dirac hyperfine integral compared with the contact delta value**

The program examines $H=-4c\int PQ/r^2\,dr$, where $P$ and $Q$ are the large and small radial functions of an s$_{1/2}$ state, and its equivalent form $K(0)R(0)^2+\int K'R^2\,dr$, with $R=P/r$ and $K=1/[1+(\varepsilon-V)/(2c^2)]$. Here $V$ is the potential, $\varepsilon$ the energy without $c^2$, and the $K(0)$ term vanishes for a point nucleus when $\gamma=\sqrt{1-(Z\alpha)^2}>1/2$. It asserts that the four-component spinor satisfies the Dirac equation by finite differences, and that quadrature on the sphere gives the angular factor $-4/3$. Numerical radial solutions are asserted to agree with the two forms of $H$ for point and finite nuclei and for a screened 6s state, and with $H=4Z^3/[\gamma(2\gamma-1)]$ for the hydrogen-like 1s state. Further assertions cover the critical charge and the power laws for a shrinking nucleus. For $Z=80$ and a nuclear radius of 7 fm, the output shows a delta value 3.33 times as large as $H$. As the radius shrinks to 0.007 fm, the delta value keeps growing while $H/4Z^3$ approaches the point-nucleus value 1.974.

## Program and output

```python
"""Hyperfine contact interaction of Dirac s1/2 orbitals.
Result under test (Hartree atomic units, c = 1/alpha, kappa = -1):
  H = -4c Int P Q / r^2 dr = K(0) R(0)^2 + Int K'(r) R(r)^2 dr,
  K = 1/(1 + (eps - V)/(2 c^2)),  R = P/r,
where P, Q are the large and small radial functions, eps is the energy
without c^2 and V the potential. For a point nucleus the K(0) term vanishes
if gamma = sqrt(1-(Z alpha)^2) > 1/2, although R(0)^2 is infinite.
For a hydrogen-like 1s state H = 4 Z^3 / (gamma (2 gamma - 1)).
The length of the weight K' is r_T = Z alpha^2 / 2.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson, cumulative_trapezoid, quad
from scipy.optimize import brentq
from scipy.special import gammaincinv

alpha = const.fine_structure
c = 1.0 / alpha
bohr_fm = const.physical_constants["Bohr radius"][0] * 1e15


def gamma_of(Z):
    return math.sqrt(1.0 - (Z * alpha) ** 2)


# ---- Four-component spinor: Dirac equation and angular factor ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
zero2 = np.zeros((2, 2))
dirac_alpha = np.array([np.block([[zero2, s], [s, zero2]]) for s in pauli])


def spinor(large, small, direction):
    """s1/2 spinor, spin up, for radial amplitudes large and small."""
    up = np.array([1.0, 0.0], dtype=complex) / math.sqrt(4 * math.pi)
    sigma_r = np.einsum("i,ijk->jk", direction, pauli)
    return np.concatenate([large * up, -1j * small * (sigma_r @ up)])


Z = 80
gam = gamma_of(Z)
eps_point = c**2 * (gam - 1.0)


def ground_spinor(x):
    r = np.linalg.norm(x)
    radial = r ** (gam - 1.0) * math.exp(-Z * r)
    return spinor(radial, (gam - 1.0) / (Z * alpha) * radial, x / r)


place = np.array([0.004, -0.003, 0.006])
step = 1e-6
h_psi = np.zeros(4, dtype=complex)
for axis in range(3):
    shift = np.zeros(3)
    shift[axis] = step
    slope = (ground_spinor(place + shift) - ground_spinor(place - shift)) / (2 * step)
    h_psi += -1j * c * dirac_alpha[axis] @ slope
psi = ground_spinor(place)
h_psi += np.array([0, 0, -2 * c**2, -2 * c**2]) * psi
h_psi += -Z / np.linalg.norm(place) * psi
assert np.linalg.norm(h_psi - eps_point * psi) < 1e-6 * c**2 * np.linalg.norm(psi)

large_test, small_test = 0.9, -0.3
angular = 0.0
nodes, weights = np.polynomial.legendre.leggauss(8)
for cosine, weight in zip(nodes, weights):
    sine = math.sqrt(1 - cosine**2)
    for phi in np.arange(12) * 2 * math.pi / 12:
        n = np.array([sine * math.cos(phi), sine * math.sin(phi), cosine])
        field = np.cross([0.0, 0.0, 1.0], n)
        matrix = np.einsum("i,ijk->jk", field, dirac_alpha)
        state = spinor(large_test, small_test, n)
        angular += weight * 2 * math.pi / 12 * np.vdot(state, matrix @ state).real
angular_factor = angular / (large_test * small_test)
assert abs(angular_factor + 4 / 3) < 1e-12


# ---- Numerical radial Dirac solver for s1/2 states ----
def propagate(eps, V, radius, points=None):
    """Outward and inward solutions; radius=None means a point nucleus."""
    log_turn = brentq(lambda t: float(V(math.exp(t))) - eps, -16.0, 9.0)
    turn = math.exp(log_turn)
    decay = math.sqrt(-2 * eps - (eps / c) ** 2)
    far = turn + 25.0 / decay
    if radius is None:
        first = 1e-12
        start = [1e-8, 1e-8 * (gam - 1.0) / (Z * alpha)]
    else:
        first = 1e-4 * radius
        start = [first, -(eps - float(V(first))) / (3 * c) * first**2]

    def rhs(t, y):
        r = math.exp(t)
        w = (eps - float(V(r))) / c
        return [y[0] + r * (2 * c + w) * y[1], -y[1] - r * w * y[0]]

    ends = [(math.log(first), log_turn), (math.log(far), log_turn)]
    starts = [start, [1.0, -decay / (2 * c + eps / c)]]
    result = []
    for span, initial in zip(ends, starts):
        grid = None if points is None else np.linspace(span[0], span[1], points)
        sol = solve_ivp(rhs, span, initial, method="DOP853", rtol=1e-10,
                        atol=1e-30, t_eval=grid)
        assert sol.success
        result.append((sol.t, sol.y))
    return result


def mismatch(eps, V, radius):
    (_, out), (_, inn) = propagate(eps, V, radius)
    a, b = out[:, -1], inn[:, -1]
    return (a[0] * b[1] * c - a[1] * c * b[0]) / (
        math.hypot(a[0], c * a[1]) * math.hypot(b[0], c * b[1]))


def solve_state(bracket, V, dV, radius=None):
    eps = brentq(mismatch, bracket[0], bracket[1], args=(V, radius),
                 xtol=1e-12 * abs(bracket[0]), rtol=1e-13)
    (t_out, y_out), (t_in, y_in) = propagate(eps, V, radius, points=8001)
    y_in = y_in * (y_out[0, -1] / y_in[0, -1])
    pieces = [(t_out, y_out), (t_in[::-1], y_in[:, ::-1])]
    power = 2 * gam - 1 if radius is None else 2.0

    def integral(function, tail_power):
        total = 0.0
        for t, y in pieces:
            total += simpson(function(np.exp(t), y[0], y[1]), x=t)
        r0 = np.exp(t_out[:1])
        inner = function(r0, y_out[0, :1], y_out[1, :1])[0]
        return total + inner / tail_power

    def weight(r, energy):
        K = 1 / (1 + (energy - V(r)) / (2 * c**2))
        return K**2 * dV(r) / (2 * c**2)

    norm = integral(lambda r, P, Q: (P**2 + Q**2) * r, 3.0)
    H = integral(lambda r, P, Q: -4 * c * P * Q / r, power) / norm
    W = integral(lambda r, P, Q: weight(r, eps) * P**2 / r, power) / norm
    W0 = integral(lambda r, P, Q: weight(r, 0.0) * P**2 / r, power) / norm
    t_all = np.concatenate([t_out, t_in[::-1]])
    P_all = np.concatenate([y_out[0], y_in[0, ::-1]])
    r_all = np.exp(t_all)
    share = cumulative_trapezoid(weight(r_all, eps) * P_all**2 / r_all,
                                 t_all, initial=0)
    half_radius = math.exp(np.interp(0.5 * share[-1], share, t_all))
    node_count = int(np.sum(P_all[1:] * P_all[:-1] < 0))
    centre = (y_out[0, 0] / math.exp(t_out[0])) ** 2 / norm
    return dict(eps=eps, H=H, W=W, W0=W0, half=half_radius,
                nodes=node_count, centre=centre)


# ---- Point nucleus, hydrogen-like 1s ----
r_T = Z * alpha**2 / 2
nonrel = 4.0 * Z**3
bracket_1s = (1.02 * eps_point, 0.95 * eps_point)
point = solve_state(bracket_1s, lambda r: -Z / r, lambda r: Z / r**2)
factor = 1 / (gam * (2 * gam - 1))
assert abs(point["eps"] / eps_point - 1) < 1e-7
assert abs(point["H"] / (nonrel * factor) - 1) < 1e-6
assert abs(point["W"] / point["H"] - 1) < 1e-6

print("alpha (dimensionless):", f"{alpha:.9f}")
print("Bohr radius (fm):", f"{bohr_fm:.3f}")
print("Angular factor (computed):", f"{angular_factor:.6f}")
print("Z = 80: gamma:", f"{gam:.6f}")
print("Z = 80: density exponent 2 gamma - 2:", f"{2*gam-2:.6f}")
print("Z = 80: r_T (bohr):", f"{r_T:.6e}")
print("Z = 80: r_T (fm):", f"{r_T*bohr_fm:.2f}")
print("Point 1s energy, numerical (hartree):", f"{point['eps']:.4f}")
print("Point 1s energy, formula (hartree):", f"{eps_point:.4f}")
print("Nonrelativistic R(0)^2 = 4 Z^3 (bohr^-3):", f"{nonrel:.0f}")
print("Point 1s H, numerical (bohr^-3):", f"{point['H']:.1f}")
print("Point 1s Int K'R^2, numerical (bohr^-3):", f"{point['W']:.1f}")
print("Point 1s H / 4Z^3, numerical:", f"{point['H']/nonrel:.6f}")
print("Point 1s H / 4Z^3, formula:", f"{factor:.6f}")


# ---- Two different lengths in the two forms of the integral ----
def ground_state_lengths(charge):
    g = gamma_of(charge)
    t = np.linspace(-70.0, math.log(30.0 / charge), 60001)
    r = np.exp(t)
    P = r**g * np.exp(-charge * r)
    Q = (g - 1) / (charge * alpha) * P
    norm = simpson((P**2 + Q**2) * r, x=t)
    scale = 1 + (g - 1) / 2
    length = charge * alpha**2 / 2
    field_part = -4 * c * P * Q / r / norm
    contact_part = length / (scale * r + length) ** 2 * P**2 / r / norm
    totals, halves = [], []
    for part in (field_part, contact_part):
        running = cumulative_trapezoid(part, t, initial=0)
        totals.append(simpson(part, x=t))
        halves.append(math.exp(np.interp(0.5 * running[-1], running, t)))
    assert abs(totals[0] / totals[1] - 1) < 1e-6
    assert abs(totals[0] * g * (2 * g - 1) / (4 * charge**3) - 1) < 1e-6
    assert abs(halves[0] * 2 * charge / gammaincinv(2 * g - 1, 0.5) - 1) < 1e-4
    return length, halves[0], halves[1], totals[0] / (4 * charge**3)


for charge in (20, 80):
    length, half_field, half_contact, ratio = ground_state_lengths(charge)
    print(f"1s Z={charge}: 1/Z, r_T (bohr):", f"{1/charge:.5e} {length:.5e}")
    print(f"1s Z={charge}: half-value radius of PQ/r^2 (bohr):", f"{half_field:.5e}")
    print(f"1s Z={charge}: half-value radius of K'R^2 (bohr):", f"{half_contact:.5e}")
    print(f"1s Z={charge}: H / 4Z^3:", f"{ratio:.6f}")
    if charge == 20:
        assert 0.7 < half_contact / length < 1.0
        assert half_field > 20 * half_contact
ratio_light = ground_state_lengths(1)[3]
assert abs((ratio_light - 1) / (1.5 * alpha**2) - 1) < 0.02
print("1s Z=1: H / 4Z^3:", f"{ratio_light:.8f}")

inside = [quad(lambda r: r_T / (r + r_T) ** 2, 0, k * r_T)[0] for k in (1, 9)]
assert abs(inside[0] - 0.5) < 1e-10 and abs(inside[1] - 0.9) < 1e-10
print("Weight K' (eps=0) inside r_T and 9 r_T:", f"{inside[0]:.4f} {inside[1]:.4f}")


# ---- Critical charge for a point dipole at a point nucleus ----
def decade_growth(charge):
    g = gamma_of(charge)

    def part(low, high):
        def integrand(t):
            r = math.exp(t)
            P = r**g * math.exp(-charge * r)
            Q = (g - 1) / (charge * alpha) * P
            return -P * Q / r
        return quad(integrand, math.log(low), math.log(high))[0]
    return part(1e-12, 1e-10) / part(1e-10, 1e-8)


critical = math.sqrt(3) / 2 / alpha
assert decade_growth(critical - 2) < 1 < decade_growth(critical + 2)
print("Critical charge for finite H:", f"{critical:.3f}")


# ---- Uniformly charged nuclei of shrinking radius ----
def sphere(a):
    def V(r):
        return np.where(r < a, -Z * (3 - (r / a) ** 2) / (2 * a), -Z / r)

    def dV(r):
        return np.where(r < a, Z * r / a**3, Z / r**2)
    return V, dV


radii_fm = [7.0, 0.7, 0.07, 0.007]
naive, correct = [], []
print("Finite nucleus, Z=80 1s; columns: radius (fm), R(0)^2/4Z^3,")
print("  H/4Z^3, R(0)^2/H, K(0), K(0)R(0)^2/H")
for radius_fm in radii_fm:
    a = radius_fm / bohr_fm
    V, dV = sphere(a)
    state = solve_state(bracket_1s, V, dV, radius=a)
    K0 = 1 / (1 + (state["eps"] + 1.5 * Z / a) / (2 * c**2))
    surviving = K0 * state["centre"]
    assert abs((surviving + state["W"]) / state["H"] - 1) < 2e-6
    naive.append(state["centre"])
    correct.append(state["H"])
    print(f"  {radius_fm:.3f} {state['centre']/nonrel:.4f} "
          f"{state['H']/nonrel:.5f} {state['centre']/state['H']:.4f} "
          f"{K0:.3e} {surviving/state['H']:.3e}")
naive_power = math.log(naive[3] / naive[2]) / math.log(0.1)
deficit = nonrel * factor - np.array(correct)
deficit_power = math.log(deficit[3] / deficit[2]) / math.log(0.1)
assert abs(naive_power - (2 * gam - 2)) < 3e-3
assert abs(deficit_power - (2 * gam - 1)) < 1e-2
assert all(np.diff(naive) > 0) and all(np.diff(correct) > 0)
print("Radius exponent of R(0)^2, computed:", f"{naive_power:.5f}")
print("Radius exponent of H deficit, computed:", f"{deficit_power:.5f}")
print("Expected H-deficit exponent 2 gamma - 1:", f"{2*gam-1:.5f}")

# ---- Valence-like 6s state in a screened potential ----
screen = 2.5


def V_screened(r):
    return -(1 + (Z - 1) / (1 + screen * r) ** 2) / r


def dV_screened(r):
    return ((1 + (Z - 1) / (1 + screen * r) ** 2) / r**2
            + 2 * screen * (Z - 1) / ((1 + screen * r) ** 3 * r))


found = 0
bracket_6s = None
previous_energy = previous_value = None
for energy in -np.geomspace(4000.0, 0.012, 42):
    value = mismatch(energy, V_screened, None)
    if previous_value is not None and value * previous_value < 0:
        found += 1
        if found == 6:
            bracket_6s = (previous_energy, energy)
            break
    previous_energy, previous_value = energy, value
assert bracket_6s is not None
valence = solve_state(bracket_6s, V_screened, dV_screened)
assert valence["nodes"] == 5
assert abs(valence["W"] / valence["H"] - 1) < 1e-5
error_eps0 = valence["W0"] / valence["H"] - 1
assert abs(error_eps0) < 1e-3
print("Screening parameter (1/bohr):", screen)
print("Screened 6s: number of nodes of P:", valence["nodes"])
print("Screened 6s energy (hartree):", f"{valence['eps']:.6f}")
print("Screened 6s H (bohr^-3):", f"{valence['H']:.5f}")
print("Screened 6s Int K'R^2 (bohr^-3):", f"{valence['W']:.5f}")
print("Screened 6s half-value radius of K'R^2 (bohr):", f"{valence['half']:.5e}")
print("Screened 6s relative change on eps=0 in K:", f"{error_eps0:.2e}")
print("verified")
```

Printed output:

```
alpha (dimensionless): 0.007297353
Bohr radius (fm): 52917.721
Angular factor (computed): -1.333333
Z = 80: gamma: 0.811906
Z = 80: density exponent 2 gamma - 2: -0.376188
Z = 80: r_T (bohr): 2.130054e-03
Z = 80: r_T (fm): 112.72
Point 1s energy, numerical (hartree): -3532.1921
Point 1s energy, formula (hartree): -3532.1921
Nonrelativistic R(0)^2 = 4 Z^3 (bohr^-3): 2048000
Point 1s H, numerical (bohr^-3): 4043621.5
Point 1s Int K'R^2, numerical (bohr^-3): 4043621.5
Point 1s H / 4Z^3, numerical: 1.974425
Point 1s H / 4Z^3, formula: 1.974425
1s Z=20: 1/Z, r_T (bohr): 5.00000e-02 5.32514e-04
1s Z=20: half-value radius of PQ/r^2 (bohr): 1.68108e-02
1s Z=20: half-value radius of K'R^2 (bohr): 4.46146e-04
1s Z=20: H / 4Z^3: 1.032944
1s Z=80: 1/Z, r_T (bohr): 1.25000e-02 2.13005e-03
1s Z=80: half-value radius of PQ/r^2 (bohr): 2.10804e-03
1s Z=80: half-value radius of K'R^2 (bohr): 4.69143e-04
1s Z=80: H / 4Z^3: 1.974425
1s Z=1: H / 4Z^3: 1.00007988
Weight K' (eps=0) inside r_T and 9 r_T: 0.5000 0.9000
Critical charge for finite H: 118.677
Finite nucleus, Z=80 1s; columns: radius (fm), R(0)^2/4Z^3,
  H/4Z^3, R(0)^2/H, K(0), K(0)R(0)^2/H
  7.000 5.9605 1.78961 3.3306 3.990e-02 1.329e-01
  0.700 14.4897 1.93108 7.5034 4.125e-03 3.095e-02
  0.070 34.5289 1.96415 17.5796 4.139e-04 7.275e-03
  0.007 82.1226 1.97198 41.6447 4.140e-05 1.724e-03
Radius exponent of R(0)^2, computed: -0.37628
Radius exponent of H deficit, computed: 0.62400
Expected H-deficit exponent 2 gamma - 1: 0.62381
Screening parameter (1/bohr): 2.5
Screened 6s: number of nodes of P: 5
Screened 6s energy (hartree): -1.093327
Screened 6s H (bohr^-3): 1460.63842
Screened 6s Int K'R^2 (bohr^-3): 1460.63842
Screened 6s half-value radius of K'R^2 (bohr): 4.12313e-04
Screened 6s relative change on eps=0 in K: -1.28e-05
verified
```
